# Second-order EPR splitting from equivalent nuclei and three fluorines: test program

```python
"""
EPR lines of a radical (S = 1/2) with equivalent nuclei, isotropic coupling.
Result under test: at fixed microwave frequency the lines lie at
    B = B0 - a*M - a**2*Q/(2*B0),   Q = K(K+1) - M**2,
with weight d_K, the number of times total nuclear spin K occurs.
B0 = h*nu/(g*muB); a = A/(g*muB); M = projection of K;
r = gn*muN/(g*muB) is the relative size of the nuclear Zeeman term.
Energies are divided by g*muB and are therefore fields, in mT.
The reference is the full matrix in the product basis, without K labels.
"""
import itertools
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def spin_z_plus(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), plus


def build_operators(nuclei):
    """Sz, S+, Kz, K+ and S.K in the product basis of electron and nuclei."""
    spins = (0.5,) + tuple(nuclei)
    dims = [int(round(2 * j + 1)) for j in spins]
    embedded = []
    for site, j in enumerate(spins):
        left = np.eye(int(np.prod(dims[:site])))
        right = np.eye(int(np.prod(dims[site + 1:])))
        embedded.append([np.kron(np.kron(left, op), right)
                         for op in spin_z_plus(j)])
    sz, sp = embedded[0]
    coupling = sum(sz @ iz + 0.5 * (sp @ ip.T + sp.T @ ip)
                   for iz, ip in embedded[1:])
    kz = sum(pair[0] for pair in embedded[1:])
    kp = sum(pair[1] for pair in embedded[1:])
    return sz, sp, kz, kp, coupling


def multiplicities(nuclei):
    """d_K from counting product states with given total projection."""
    ranges = [np.arange(-j, j + 1) for j in nuclei]
    count = Counter(float(sum(p)) for p in itertools.product(*ranges))
    return {k: count[k] - count[k + 1] for k in count
            if k >= 0 and count[k] > count[k + 1]}


def labelled_lines(nuclei):
    rows = [(k, m, k * (k + 1) - m * m, d)
            for k, d in multiplicities(nuclei).items()
            for m in np.arange(-k, k + 1)]
    return np.array(rows, dtype=float)


def clusters(values, tol=1e-7):
    order = np.argsort(values)
    cuts = np.where(np.diff(np.asarray(values)[order]) > tol)[0] + 1
    return np.split(order, cuts)


def fixed_field_lines(nuclei, a, field):
    """Positions and strengths from diagonalization at one field, r = 0."""
    sz, sp, kz, kp, coupling = build_operators(nuclei)
    energy, vec = np.linalg.eigh(field * sz + a * coupling)
    half = len(energy) // 2
    strength = (vec.T @ (sp + sp.T) @ vec)[half:, :half].ravel() ** 2
    position = (energy[half:, None] - energy[None, :half]).ravel()
    lines = [(position[c].mean(), strength[c].sum())
             for c in clusters(position)]
    return np.array([line for line in lines if line[1] > 0.01])


def swept_lines(nuclei, a, r, b0):
    """Rows of resonance field, strength, field-swept area; full matrix."""
    sz, sp, kz, kp, coupling = build_operators(nuclei)
    zeeman = sz - r * kz
    half = len(sz) // 2

    def mismatch(field, low, high):
        energy = np.linalg.eigvalsh(field * zeeman + a * coupling)
        return energy[high] - energy[low] - b0

    pairs = [(i, j) for i in range(half) for j in range(half, 2 * half)]
    roots = np.array([brentq(mismatch, 0.8 * b0, 1.2 * b0, args=p,
                             xtol=1e-11) for p in pairs])
    lines = []
    for members in clusters(roots):
        field = roots[members].mean()
        vec = np.linalg.eigh(field * zeeman + a * coupling)[1]
        strength = (vec.T @ (sp + sp.T) @ vec) ** 2
        slope = np.diag(vec.T @ zeeman @ vec)
        total = sum(strength[pairs[c]] for c in members)
        area = sum(strength[pairs[c]]
                   / (slope[pairs[c][1]] - slope[pairs[c][0]])
                   for c in members)
        if total > 0.01:
            lines.append((field, total, area))
    return np.array(lines)


def second_order_fields(table, a, b0):
    return b0 - a * table[:, 1] - a**2 * table[:, 2] / (2 * b0)


def sorted_table(nuclei, a, b0):
    table = labelled_lines(nuclei)
    return table[np.argsort(second_order_fields(table, a, b0))]


# Model parameters
g_electron, g_nuclear = 2.0, 5.0
a_model = 15.0            # mT
nu_x, nu_q = 9.5e9, 35e9  # Hz
mu_b = const.physical_constants["Bohr magneton"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
b0_x = 1e3 * const.h * nu_x / (g_electron * mu_b)
b0_q = 1e3 * const.h * nu_q / (g_electron * mu_b)
r_model = g_nuclear * mu_n / (g_electron * mu_b)
fluorines = (0.5, 0.5, 0.5)

# Multiplicities: state counting against diagonalization of K squared
for nuclei in [fluorines, (0.5,) * 4, (1.0, 1.0), (1.5, 1.5)]:
    sz, sp, kz, kp, coupling = build_operators(nuclei)
    k_squared = kz @ kz + 0.5 * (kp @ kp.T + kp.T @ kp)
    eigenvalues = np.linalg.eigvalsh(k_squared)
    for k, d in multiplicities(nuclei).items():
        found = np.sum(abs(eigenvalues - k * (k + 1)) < 1e-8)
        assert found == 2 * d * round(2 * k + 1)  # 2 electron states
    assert np.allclose(k_squared @ coupling, coupling @ k_squared)

    # Fixed-field positions and weights; remaining error is third order
    test_field = 340.0
    seen = fixed_field_lines(nuclei, 1.0, test_field)
    table = labelled_lines(nuclei)
    expected = test_field + table[:, 1] + table[:, 2] / (2 * test_field)
    order = np.argsort(expected)
    assert len(seen) == len(table)
    assert np.max(abs(seen[:, 0] - expected[order])) < 1e-4
    assert np.max(abs(seen[:, 1] - table[order, 3])) < 1e-3

# Weighted centre of each M group for n spins 1/2: common shift n*a^2/(4B)
for n in (3, 4, 5):
    seen = fixed_field_lines((0.5,) * n, 1.0, 340.0)
    projection = np.round(2 * (seen[:, 0] - 340.0)) / 2
    for m in np.unique(projection):
        chosen = projection == m
        centre = np.average(seen[chosen, 0], weights=seen[chosen, 1])
        assert abs(centre - 340.0 - m - n / (4 * 340.0)) < 5e-5

# Third-order term -a^3 M/(4 B0^2): what remains must scale as a^4
remainder = []
for a_test in (4.0, 2.0):
    table = sorted_table(fluorines, a_test, b0_x)
    seen = swept_lines(fluorines, a_test, 0.0, b0_x)
    third = -a_test**3 * table[:, 1] / (4 * b0_x**2)
    formula = second_order_fields(table, a_test, b0_x) + third
    remainder.append(np.max(abs(seen[:, 0] - formula)))
order_ratio = remainder[0] / remainder[1]
assert 15 < order_ratio < 17

# Loss of strength by mixing, and the small nuclear Zeeman correction
table = sorted_table(fluorines, 4.0, b0_x)
plain = swept_lines(fluorines, 4.0, 0.0, b0_x)
with_nuclear = swept_lines(fluorines, 4.0, r_model, b0_x)
loss = 1 - plain[:, 1] / table[:, 3]
loss_formula = 16.0 * table[:, 2] / (2 * plain[:, 0] ** 2)
assert np.allclose(loss, loss_formula, rtol=0.06, atol=0)
nuclear_shift = with_nuclear[:, 0] - plain[:, 0]
nuclear_formula = r_model * 16.0 * table[:, 2] / (2 * b0_x)
assert np.allclose(nuclear_shift, nuclear_formula, rtol=0.05, atol=0)

# Swept areas keep the ratios d_K; the sign of a leaves the spectrum alone
table = sorted_table(fluorines, a_model, b0_x)
plain = swept_lines(fluorines, a_model, 0.0, b0_x)
reverse = swept_lines(fluorines, -a_model, 0.0, b0_x)
assert np.max(abs(plain[:, 2] / table[:, 3] - 1)) < 1e-5
assert np.max(abs(plain[:, 1] / table[:, 3] - 1)) > 1e-3
assert np.allclose(plain, reverse, rtol=0, atol=1e-7)

# Worked example, nuclear Zeeman term included in the full matrix
full = swept_lines(fluorines, a_model, r_model, b0_x)
approx = second_order_fields(table, a_model, b0_x)
assert np.max(abs(full[:, 0] - approx)) < 0.02
split_x = 3 * a_model**2 / (2 * b0_x)
split_q = 3 * a_model**2 / (2 * b0_q)
full_q = swept_lines(fluorines, a_model, r_model, b0_q)
for lines, split in ((full, split_x), (full_q, split_q)):
    for first in (1, 3):
        assert abs(lines[first + 1, 0] - lines[first, 0] - split) < 0.003

print("Model: three equivalent spin-1/2 fluorines")
print(f"electron g factor = {g_electron:.1f}")
print(f"nuclear g factor = {g_nuclear:.1f}")
print(f"coupling a = {a_model:.1f} mT")
print(f"microwave frequency = {nu_x / 1e9:.1f} GHz")
print(f"B0 = {b0_x:.3f} mT")
print(f"a/B0 = {a_model / b0_x:.4f}")
print(f"nuclear-to-electron Zeeman ratio r = {r_model:.3e}")
for k, d in sorted(multiplicities(fluorines).items()):
    print(f"K = {k:.1f} occurs {d} time(s)")
print(f"second-order unit a^2/(2 B0) = {a_model**2 / (2 * b0_x):.4f} mT")
print("Lines by rising field (fields in mT):")
print("   K     M     Q   weight  2nd order  full matrix  area")
for row, field, line in zip(table, approx, full):
    print(f"{row[0]:5.1f} {row[1]:5.1f} {row[2]:5.1f} {row[3]:5.0f}"
          f" {field:11.3f} {line[0]:11.3f} {line[2]:9.4f}")
print(f"largest field error of 2nd order = "
      f"{np.max(abs(full[:, 0] - approx)):.4f} mT")
print(f"inner splitting, formula = {split_x:.4f} mT")
split_mhz = split_x * 1e-3 * g_electron * mu_b / const.h / 1e6
print(f"inner splitting, formula, converted = {split_mhz:.2f} MHz")
print(f"inner splitting, full, M=+1/2 = {full[2, 0] - full[1, 0]:.4f} mT")
print(f"inner splitting, full, M=-1/2 = {full[4, 0] - full[3, 0]:.4f} mT")
print(f"common group shift -3a^2/(4 B0) = "
      f"{-3 * a_model**2 / (4 * b0_x):.4f} mT")
print(f"third-order shift for M=+3/2 = "
      f"{-a_model**3 * 1.5 / (4 * b0_x**2):.4f} mT")
print(f"largest loss of strength (r=0) = "
      f"{np.max(1 - plain[:, 1] / table[:, 3]):.5f}")
print(f"largest change of swept area (r=0) = "
      f"{np.max(abs(plain[:, 2] / table[:, 3] - 1)):.1e}")
print(f"remainder ratio on halving a = {order_ratio:.2f}")
print(f"higher frequency = {nu_q / 1e9:.1f} GHz")
print(f"B0 at higher frequency = {b0_q:.2f} mT")
print(f"splitting there, formula = {split_q:.4f} mT")
print(f"splitting there, full, M=+1/2 = "
      f"{full_q[2, 0] - full_q[1, 0]:.4f} mT")
print("success")
```

Running it gives:

```
Model: three equivalent spin-1/2 fluorines
electron g factor = 2.0
nuclear g factor = 5.0
coupling a = 15.0 mT
microwave frequency = 9.5 GHz
B0 = 339.377 mT
a/B0 = 0.0442
nuclear-to-electron Zeeman ratio r = 1.362e-03
K = 0.5 occurs 2 time(s)
K = 1.5 occurs 1 time(s)
second-order unit a^2/(2 B0) = 0.3315 mT
Lines by rising field (fields in mT):
   K     M     Q   weight  2nd order  full matrix  area
  1.5   1.5   1.5     1     316.380     316.369    1.0000
  1.5   0.5   3.5     1     330.717     330.712    1.0000
  0.5   0.5   0.5     2     331.711     331.707    2.0000
  1.5  -0.5   3.5     1     345.717     345.719    1.0000
  0.5  -0.5   0.5     2     346.711     346.715    2.0000
  1.5  -1.5   1.5     1     361.380     361.391    1.0000
largest field error of 2nd order = 0.0114 mT
inner splitting, formula = 0.9945 mT
inner splitting, formula, converted = 27.84 MHz
inner splitting, full, M=+1/2 = 0.9956 mT
inner splitting, full, M=-1/2 = 0.9955 mT
common group shift -3a^2/(4 B0) = -0.4972 mT
third-order shift for M=+3/2 = -0.0110 mT
largest loss of strength (r=0) = 0.00344
largest change of swept area (r=0) = 5.8e-06
remainder ratio on halving a = 16.00
higher frequency = 35.0 GHz
B0 at higher frequency = 1250.34 mT
splitting there, formula = 0.2699 mT
splitting there, full, M=+1/2 = 0.2696 mT
success
```
